\section*{Direct computation of a slab's thermal-breakdown fold and its mesh convergence}

\section{The result}

In a dielectric slab heated by its own current and cooled at its faces, the cool steady state can end at a critical voltage $V_c$, where the branch of steady states folds back. Divide the slab into $N$ cells, let $u\in\mathbb R^N$ hold the scaled temperature rises, $v$ the scaled voltage, and write the heat balance as $F(u,v)=0$. The fold is a root of the $2N+1$ equations
\begin{equation}
F(u,v)=0,\qquad F_u(u,v)\,\phi=0,\qquad \frac1N\sum_i\phi_i=1
\label{ext}
\end{equation}
for the $2N+1$ unknowns $(u,v,\phi)$. If the fold is quadratic, the Jacobian of \eqref{ext} is regular there and Newton's method converges quadratically. The computed voltage approaches its continuum value as $N^{-2}$. For the 3 mm plate treated below, $V_c=5.78$ kV rms, with a relative mesh error close to $-0.24/N^2$.

\section{Heat balance and discretization}

The state is uniform along the faces, and current and heat both flow along the thickness $L$. The thermal conductivity $k$ and the face transfer coefficient $h$ are constant. The voltage alternates slowly enough for conduction to carry the current, yet fast enough for the temperature to follow the cycle-averaged heating; $V$ and $J$ are rms values. The conductivity is
\begin{equation}
\sigma(T)=\sigma_0\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1T\right)\right],
\end{equation}
with $T_0$ the ambient temperature. Continuity makes $J$ independent of position, so the field is $J/\sigma$, the heating is $J^2/\sigma$, and $J=V/\int_0^L dx/\sigma$.

Define
\begin{equation}
\theta_*=\frac{k_BT_0^2}{E_a},\quad \varepsilon=\frac{k_BT_0}{E_a},\quad V_*=\sqrt{\frac{k\theta_*}{\sigma_0}},\quad B=\frac{hL}{k},
\end{equation}
and $u=(T-T_0)/\theta_*$, $v=V/V_*$, $\xi=x/L$. Since $\theta_*=\varepsilon T_0$, we have $T=T_0(1+\varepsilon u)$, and the exponent becomes
\begin{equation}
\frac{E_a}{k_B}\frac{T-T_0}{T_0T}=\frac{E_a\theta_*u}{k_BT_0^2(1+\varepsilon u)}=\frac{u}{1+\varepsilon u}.
\end{equation}
Let $w=\sigma_0/\sigma=e^{-u/(1+\varepsilon u)}$ and $m=\int_0^1w\,d\xi$. Then $J=\sigma_0V/(Lm)$. Multiplying $kT''+J^2/\sigma=0$ by $L^2/(k\theta_*)$ gives
\begin{equation}
u''+\frac{\sigma_0V^2}{k\theta_*}\frac{w}{m^2}=u''+v^2\frac{w}{m^2}=0 .
\label{cont}
\end{equation}

Integrate \eqref{cont} over a cell of width $1/N$, using central differences for the fluxes and the midpoint value for the source, and multiply by $N$. An interior cell gives
\begin{equation}
N^2(u_{i+1}-2u_i+u_{i-1})+v^2w_i/m^2=0,\qquad m=\frac1N\sum_iw_i .
\end{equation}
At a face of temperature $u_s$ the outward flux is $Bu_s=2N(u_1-u_s)$. Eliminating $u_s$ gives the flux $bu_1$ with $b^{-1}=B^{-1}+(2N)^{-1}$. Hence
\begin{equation}
F=-Au+v^2w/m^2,
\label{F}
\end{equation}
where $A$ is tridiagonal with off-diagonal elements $-N^2$, interior diagonal elements $2N^2$, and end elements $N^2+Nb$.

\section{Structure of the Jacobian}

A change of $u_j$ acts on the source through the local $w_i$ and through the common mean $m$:
\begin{equation}
\frac{\partial}{\partial u_j}\frac{w_i}{m^2}=\frac{w_i'\delta_{ij}}{m^2}-\frac{2w_iw_j'}{Nm^3},\qquad w'=-\frac{w}{(1+\varepsilon u)^2}.
\end{equation}
With $p=-w'>0$ this gives
\begin{equation}
F_u=-K+c\,w\,p^{\mathsf T},\qquad K=A+\frac{v^2}{m^2}\,\mathrm{diag}(p),\qquad c=\frac{2v^2}{Nm^3}.
\label{Fu}
\end{equation}
The diagonal term stabilizes: at fixed current, a hotter layer has less resistance and dissipates less. The destabilizing term is the second one, the growth of the common current when any layer warms.

The rows of $A$ have non-negative sums, so $K$ is strictly diagonally dominant, with non-positive off-diagonal elements. Split $K=D-O$ into its diagonal and the rest. The convergent series $K^{-1}=\sum_n(D^{-1}O)^nD^{-1}$ has non-negative terms, and because neighbouring cells are coupled, every element of $K^{-1}$ is positive.

If $F_u\phi=0$ with $\phi\neq0$, then $K\phi=c\,w\,(p^{\mathsf T}\phi)$. The factor $p^{\mathsf T}\phi$ cannot vanish, since $K$ is invertible. Multiplication by $p^{\mathsf T}K^{-1}$ and division by $p^{\mathsf T}\phi$ give
\begin{equation}
g\equiv c\,p^{\mathsf T}K^{-1}w=1,\qquad \phi\propto K^{-1}w>0 .
\label{gain}
\end{equation}
The kernel is therefore one-dimensional, and the normalization in \eqref{ext} cannot fail, because a positive vector has a non-zero mean. The number $g$ is the loop gain of the feedback through the current. In the same way the left null vector is $\psi\propto K^{-1}p>0$. Since $F_v=2vw/m^2>0$, it follows that $\psi^{\mathsf T}F_v>0$.

The positivity also settles stability. In time units of $\tau=CL^2/k$, with $C$ the heat capacity per volume, the discrete heat equation is $\dot u=F$. For $v>0$ all off-diagonal elements of $F_u$ are positive, so $F_u+sI$ is a positive matrix for large enough $s$. By the Perron--Frobenius theorem its eigenvalue of largest modulus is real and simple, and it is the one that has a positive eigenvector. At the fold this eigenvector is $\phi$, with eigenvalue $s$. All others obey $|\lambda+s|<s$, hence $\mathrm{Re}\,\lambda<0$. Before the fold the rightmost eigenvalue is real, starts negative at $v=0$, and can reach zero only where $F_u$ is singular. Against perturbations that are uniform along the faces, the cool branch is thus stable up to its first singular point.

\section{Regularity of the extended system}

Write $G=F_u\phi$, and let $(a,\beta,d)$ be a null vector of the Jacobian of \eqref{ext}:
\begin{align}
F_ua+F_v\beta&=0,\\
G_ua+G_v\beta+F_ud&=0,\\
\textstyle\sum_id_i&=0 .
\end{align}
Projecting the first line on $\psi$ gives $\beta\,\psi^{\mathsf T}F_v=0$, so $\beta=0$ and $a=\alpha\phi$. Projecting the second gives $\alpha\,\psi^{\mathsf T}G_u\phi=0$. If
\begin{equation}
\psi^{\mathsf T}G_u\phi=\psi^{\mathsf T}F_{uu}\phi\phi\neq0,
\end{equation}
then $\alpha=0$. What remains is $F_ud=0$, so $d=\gamma\phi$, and the third line gives $\gamma=0$. The Jacobian is regular.

The same number fixes the shape of the branch. Parametrize it by the mean rise $s=\frac1N\sum_iu_i$. At the fold $dv/ds=0$ and $du/ds=\phi$. Differentiating $F=0$ twice leaves $F_{uu}\phi\phi+F_u\,d^2u/ds^2+F_v\,d^2v/ds^2=0$, and projection on $\psi$ gives
\begin{equation}
\frac{d^2v}{ds^2}=-\frac{\psi^{\mathsf T}F_{uu}\phi\phi}{\psi^{\mathsf T}F_v}.
\label{curv}
\end{equation}
In the example with $N=20$ this is $-0.3533$, so the fold is a quadratic maximum. A second difference of branch voltages with step 0.05 in $s$ gives $-0.3537$.

\section{The Newton iteration}

With $M=\frac1N\sum_iw_i'\phi_i$,
\begin{equation}
G_i=-(A\phi)_i+v^2\left(\frac{w_i'\phi_i}{m^2}-\frac{2w_iM}{m^3}\right).
\end{equation}
Differentiating each factor in turn gives
\begin{align}
\frac{\partial G_i}{\partial u_j}=v^2\Big[&\frac{w_i''\phi_i\delta_{ij}}{m^2}-\frac{2w_i'\phi_iw_j'}{Nm^3}-\frac{2w_i'M\delta_{ij}}{m^3}\nonumber\\
&-\frac{2w_iw_j''\phi_j}{Nm^3}+\frac{6w_iMw_j'}{Nm^4}\Big],\\
\frac{\partial G_i}{\partial v}=2v\Big[&\frac{w_i'\phi_i}{m^2}-\frac{2w_iM}{m^3}\Big],
\end{align}
where $w''=w\left[(1+\varepsilon u)^{-4}+2\varepsilon(1+\varepsilon u)^{-3}\right]$. Each Newton step solves
\begin{equation}
\begin{pmatrix}F_u&F_v&0\\ G_u&G_v&F_u\\ 0&0&\ell^{\mathsf T}\end{pmatrix}
\begin{pmatrix}\delta u\\ \delta v\\ \delta\phi\end{pmatrix}
=-\begin{pmatrix}F\\ G\\ \ell^{\mathsf T}\phi-1\end{pmatrix},\qquad \ell_i=\frac1N .
\end{equation}

The starting point comes from the coarsest mesh. Solve $F=0$ together with $\ell^{\mathsf T}u=s$ for $(u,v)$, raising $s$ in steps of 0.2. This system stays regular at the fold: $F_ua+F_v\beta=0$ again gives $a=\alpha\phi$, and $\ell^{\mathsf T}a=0$ then gives $\alpha=0$. Take the point of highest $v$, and for $\phi$ the last difference of $u$ divided by 0.2. Each finer mesh starts from the interpolated solution of the previous one.

For $N=10$ the largest components of successive steps were $9.7\times10^{-2}$, $1.3\times10^{-3}$, $1.4\times10^{-7}$ and $2.8\times10^{-14}$. Before rounding, the second and third are 0.13 and 0.09 times the square of their predecessors; the last is at rounding level. For $N=20$ the condition number at the fold is about $10^{16}$ for $F_u$, singular to working precision, and $7\times10^3$ for the extended matrix.

\section{A mesh-free reference}

The continuum problem can be reduced to integrals. Measure $x$ and the potential $\varphi$ from the midplane of the symmetric state, with $d\varphi/dx=J/\sigma$. Then $kT''=-J^2/\sigma=-J\varphi'$, and integration from the midplane, where $T'=0$, gives $-kT'=J\varphi$. Inserting $J=\sigma\varphi'$ yields $\varphi\,d\varphi=-(k/\sigma)\,dT$. With $\varphi=V/2$ at the face and scaled midplane and face rises $u_m$ and $u_s$,
\begin{equation}
\frac{v^2}{8}=\int_{u_s}^{u_m}w\,du .
\label{kohl}
\end{equation}
The length condition $J\,dx=\sigma\,d\varphi$ and the face balance $JV/2=h\theta_*u_s$ become, with $j=JL/(\sigma_0V_*)$,
\begin{equation}
\frac j2=\int_{u_s}^{u_m}\frac{du}{\sqrt{2\int_u^{u_m}w\,du'}},\qquad \frac{jv}{2}=Bu_s .
\label{len}
\end{equation}
The substitution $u=u_m-(u_m-u_s)t^2$ removes the endpoint singularity. For given $u_m$ the profile depends on $jx$ alone, so raising $j$ raises $jv/2$ and lowers $u_s$, and the root is unique. The reference $V_c$ is the maximum of $v(u_m)$. At 60 midplane values between 0.05 and the fold value the voltage rises throughout, so at that resolution this is the first fold.

Two limits show how the fold depends on the cooling. If the faces are held at $T_0$, then $u_s=0$, and \eqref{kohl} increases with $u_m$ without a maximum: the cool branch has no fold. This does not remove thermal breakdown. The integral nearly saturates, because $w$ becomes very small in a hot layer, and for the plate below the voltage levels off near 17.7 kV. Clearly above that value no steady state exists at temperatures where the model has meaning. Strong but finite cooling can also leave a true fold: with $B=100$ and the other scaled parameters unchanged, it lies at 15.4 kV. For the plate below with faces held at $T_0$, an 80-cell mesh gives 14.9 kV at a mean rise of 17.9 K and 16.7 kV at 35.8 K; the mesh-free values are 14.90 and 16.76 kV. These strong-cooling voltages are limits of the thermal model only. The peak local field at the cold faces would exceed the rough electric strength of 10 kV/mm used below, so a real plate would probably break down electrically first.

If $B\to0$, the temperature is uniform. Heating $v^2/w$ then equals loss $2Bu$, so $v^2=2Buw$, with extrema where
\begin{equation}
\frac1u-\frac1{(1+\varepsilon u)^2}=0,\qquad\text{or}\qquad u=(1+\varepsilon u)^2 .
\end{equation}
This quadratic has two real roots for $\varepsilon<1/4$. The smaller is the breakdown fold, near $u=1$ for small $\varepsilon$. The larger, near $\varepsilon^{-2}$, is a minimum beyond which $v$ rises again because the Arrhenius law saturates. The fold therefore ends the cool branch without excluding a remote hot state, at temperatures where the model has no meaning.

\section{Error of the critical voltage}

Insert the continuum solution, sampled at cell centres, into \eqref{F}. In interior cells the second difference errs by $u''''/(12N^2)$, and the midpoint sum for $m$ errs by $O(N^{-2})$. At a face, with derivatives taken there and $u_0'=Bu_0$,
\begin{equation}
bu_1=b\left(u_0+\frac{u_0'}{2N}+\frac{u_0''}{8N^2}+\dots\right)=u_0'+\frac{b\,u_0''}{8N^2}+\dots,
\end{equation}
because $u_0+u_0'/(2N)=u_0'/b$. The face flux errs by $O(N^{-2})$. The end-cell equation, which carries a factor $N$, has a defect $O(N^{-1})$, but a flux error $\delta$ in an end cell changes the temperatures by at most $\delta/b$ under $A^{-1}$, so its effect is also $O(N^{-2})$.

Assume that the problem at prescribed $s$ is solvable near the fold with bounds independent of $N$, as a regular continuum fold suggests. Then $v_N(s)=v(s)+C(s)N^{-2}+\dots$. The maximum moves by $O(N^{-2})$ in $s$, which changes $v(s)$ only by $O(N^{-4})$ because $v'=0$ there. Hence
\begin{equation}
V_N=V_c+\frac{a_2}{N^2}+\dots,\qquad V_c\approx V_{2N}+\frac{V_{2N}-V_N}{3},
\label{rich}
\end{equation}
the second relation following from $V_{2N}-V_N=-3a_2/(4N^2)$. The uniform bound is assumed here, and the measured orders test its consequence.

\section{Worked example}

The parameters are rough typical values for a soda-lime glass plate in stirred hot oil: $L=3$ mm, $T_0=420$ K, $E_a=0.85$ eV, $\sigma_0=5\times10^{-7}$ S/m, $k=1$ W/(m K), $h=500$ W/(m$^2$ K), at 50 Hz. Then $\varepsilon=0.04258$, $\theta_*=0.04258\times420=17.88$ K, $B=500\times0.003/1=1.5$, and
\begin{equation}
V_*=\sqrt{\frac{1\times17.884}{5\times10^{-7}}}\ \mathrm V=5.981\ \mathrm{kV}.
\end{equation}
The reference gives $v_c=0.96659$, so $V_c=5.7807$ kV with the unrounded $V_*$; the extra digits serve the mesh comparison.

\begin{center}
\begin{tabular}{rcc}
$N$ & $V_N$ (kV) & error relative to reference\\
10 & 5.76689 & $-2.39\times10^{-3}$\\
20 & 5.77724 & $-6.01\times10^{-4}$\\
40 & 5.77984 & $-1.50\times10^{-4}$\\
80 & 5.78050 & $-3.76\times10^{-5}$\\
160 & 5.78066 & $-9.41\times10^{-6}$
\end{tabular}
\end{center}

Successive differences give orders 1.991, 1.998 and 1.999. The last refinement shifts $V_N$ by 0.163 V. Adding a third of this, as in \eqref{rich}, gives 5.780713 kV, equal to the reference in all printed digits.

At the fold the midplane is 21.8 K and the face 16.0 K above ambient. The current density is 2.776 A/m$^2$, so the dissipation $2.776\times5781=1.605\times10^4$ W/m$^2$ matches the loss $2\times500\times16.05$ W/m$^2$. The uniform-temperature formula, which neglects the internal thermal resistance, gives 6.42 kV at the same $h$, 11\% too high. For $N=20$ the gain \eqref{gain} is 0.69 at half the fold's mean rise and 1 at the fold. The null vector varies from 0.84 in the face cells to 1.09 in the middle, so the critical perturbation warms the whole thickness.

Time integration from ambient on 20 cells shows both sides of the fold. At $0.98V_{20}$, with $V_{20}$ the fold voltage of this mesh, the peak rise settles at 16 K. At $1.02V_{20}$ it reaches 150 K after 167 s, about eight times $\tau=19.8$ s for $C=2.2\times10^6$ J/(m$^3$ K). This time is sensitive to the distance from the fold: on the same mesh, $1.02$ times the mesh-free $V_c$ gives 164 s.

Several neglected effects are small here. With a rough relative permittivity of 7.5, displacement current is 4\% of conduction current at ambient. At fixed voltage and temperature profile it changes the total heating by a relative $2\times10^{-6}$ and the local heating by up to $10^{-4}$. The temperature ripple is largest at the faces, where it is about 5 mK. Field-assisted hopping over a rough 1 nm raises the conductivity by 0.03\%, and a rough electrode capacitance of 0.1 F/m$^2$ takes 0.12 V peak. Raising $k$ by 2.2\%, a rough allowance for warming, raises $V_c$ by 0.2\%.

The inputs matter far more than the mesh. A 10\% larger $h$ raises $V_c$ by 3.9\%. At fixed $B$ and $\varepsilon$, $V_c\propto\sigma_0^{-1/2}$, and glass conductivity depends strongly on composition. Real plates also break the assumption of lateral uniformity. A patch much wider than $L$ with twice the conductivity, treated as an independent slab, would fail at $5.78/\sqrt2=4.1$ kV. The peak local field, 3.3 kV/mm, is a third of a rough electric strength of 10 kV/mm, so field concentration at electrode edges could cause breakdown before the thermal fold. Under direct voltage, ion depletion at electrodes that block the ions would invalidate the conduction law used here. For this plate 5.8 kV is thus an estimate for uniform material and cooling. Further values for this plate are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
thickness 3.0 mm; ambient 420 K; Ea 0.85 eV
sigma0 5.0e-07 S/m; k 1.0 W/(m K); h 500 W/(m^2 K)
heat capacity 2.2e+06 J/(m^3 K); eps_r 7.5; 50 Hz
theta_star 17.884 K; V_star 5.9806 kV; eps 0.04258
cooling number B 1.500; diffusion time L^2 c/k 19.80 s
N= 10: V_c 5.766888 kV; relative error -2.392e-03
N= 20: V_c 5.777239 kV; relative error -6.010e-04
N= 40: V_c 5.779843 kV; relative error -1.504e-04
N= 80: V_c 5.780496 kV; relative error -3.762e-05
N=160: V_c 5.780659 kV; relative error -9.407e-06
observed orders: 1.9907 1.9976 1.9994
shift of V_c from N=80 to 160: 0.1631 V
Richardson V_c 5.780713 kV
mesh-free V_c 5.780713 kV rms; scaled v_c 0.966585
mean field at V_c 1.9269 kV/mm rms
uniform-temperature estimate of V_c 6.4243 kV
fold rise: midplane 21.771 K; face 16.049 K
fold current density 2.7762 A/m^2 rms
fold heat loss, both faces 16.049 kW/m^2
Newton largest steps, N=10: 9.7e-02 1.3e-03 1.4e-07 2.8e-14
N=20 start of null vector: face 0.8416, middle 1.0877
N=20 condition number: F_u 1.0e+16; extended 7.1e+03
N=20 current-feedback gain: half mean rise 0.6899; fold 1.000000
N=20 second eigenvalue -17.5671 (scaled), -0.8872 1/s
N=20 curvature d2v/dmean(u)2: formula -0.35334; differences -0.35365
0.98 V_c: settles at peak rise 15.95 K (N=20)
1.02 V_c: rise of 150 K reached after 166.5 s
isothermal faces, mean rise 17.88 K: 14.8938 kV
isothermal faces, mean rise 35.77 K: 16.7179 kV
displacement/conduction ratio at ambient 0.0417
heating change by displacement current 1.76e-06
temperature ripple amplitude 4.698 mK
field-assisted hopping (1 nm, rough): conductivity +0.032 %
electrode polarization (0.1 F/m^2, rough): 0.1250 V peak
k larger by 2.18 %: V_c shifts 0.193 %
h larger by 10 %: V_c shifts 3.949 %
peak local field 3.308 kV/mm; 33.1 % of rough strength 10 kV/mm
\end{verbatim}
